\section*{Poles of RHF and correlated force constants at singlet instabilities, part 2}

Force constants computed with restricted Hartree--Fock (RHF) orbitals can diverge where a stability eigenvalue vanishes. Atomic units are used, and subscripts on energies and rotation angles denote partial derivatives. For a determinant energy $E(\kappa,q)$ with orbital rotation angles $\kappa$, perturbation strength $q$, $E_\kappa=0$, $E_{\kappa q}=4V$ and eigenpairs $(\lambda_n,v_n)$ of $E_{\kappa\kappa}/4$, the first subsection gave
\[
\frac{d^2E}{dq^2}=E_{qq}+4V\cdot\kappa_q=E_{qq}-4\sum_n\frac{(v_n\cdot V)^2}{\lambda_n}.
\]

In the model, two electrons of opposite spin occupy the space of two real orthonormal orbitals $a,b$ of opposite parity, with one-electron energies $h_a=0$, $h_b=\Delta h$ and integrals $J_{aa}$, $J_{bb}$, $J_{ab}=(aa|bb)$, $K=(ab|ab)$. An odd coordinate $q$ adds $gq(|a\rangle\langle b|+|b\rangle\langle a|)$ to the one-electron operator and $k_0q^2/2$ to the energy. The singlet stability eigenvalue $A+B$ is $\lambda=\Delta h+J_{ab}-J_{aa}+2K$, and the orbital gap is $\Delta\epsilon=\lambda+J_{ab}-3K$. Imaginary and spin perturbations invert other blocks, with eigenvalues $\lambda-2K$ and $\lambda-4K$.

The occupied and virtual orbitals are $i=a\cos\theta+b\sin\theta$ and $v=-a\sin\theta+b\cos\theta$, with $x=\sin^2\theta$. The electronic energy and its derivatives are
\begin{align*}
E&=J_{aa}+2\lambda x+Gx^2+2gq\sin2\theta,\qquad G=J_{aa}+J_{bb}-2J_{ab}-4K,\\
E_\theta&=2(\lambda+Gx)\sin2\theta+4gq\cos2\theta,\\
E_{\theta\theta}&=4(\lambda+Gx)\cos2\theta+2G\sin^22\theta-8gq\sin2\theta\equiv4\lambda',\\
E_{\theta q}&=4g\cos2\theta\equiv4V,\qquad E_{\theta\theta q}=-8g\sin2\theta,
\end{align*}
with $G>0$ and, at a stationary point, $E_{\theta\theta\theta}=6G\sin4\theta$. The RHF response is
\[
\theta_q=-\frac{V}{\lambda'},\qquad k_{\rm HF}=k_0-\frac{4V^2}{\lambda'}.
\]
On the symmetric branch ($\theta=0$ at $q=0$), $\lambda'=\lambda$ and $V=g$.

Near $\theta=0$ a plain SCF step has slope $\rho=1-\lambda/\Delta\epsilon$, and the coupled response is $\Delta\epsilon/\lambda$ times the uncoupled one, for which the Fock operator is frozen. DIIS can converge even to the unstable solution.

The example has $J_{aa}=0.8$, $J_{bb}=0.5$, $J_{ab}=0.45$, $K=0.05$, $G=0.2\ E_h$, $g=0.05\ E_h/\mathrm{bohr}$, $k_0=0.3\ E_h/\mathrm{bohr}^2$, $\Delta h=\lambda+0.25$ and $\Delta\epsilon=\lambda+0.30\ E_h$.

\subsection{Correlation on RHF orbitals: a double pole}

Let $W(\theta,q)$ be an energy evaluated with RHF orbitals and not stationary in $\theta$. Along $\theta(q)$ the chain rule gives
\begin{align}
W'&=W_q+W_\theta\theta_q=W_q-W_\theta V/\lambda',\\
W''&=W_{qq}+2W_{\theta q}\theta_q+W_{\theta\theta}\theta_q^2+W_\theta\theta_{qq}.
\end{align}
The factor $W_\theta/\lambda'$ is the Z-vector. Differentiating $E_{\theta\theta}\theta_q+E_{\theta q}=0$ once more, with $E_{\theta qq}=0$,
\begin{equation}
\theta_{qq}=-\frac{E_{\theta\theta\theta}\theta_q^2+2E_{\theta\theta q}\theta_q}{4\lambda'} .
\end{equation}
For $W=E$ the last term of $W''$ vanishes, and $E_{\theta\theta}=4\lambda'$ cancels one power of $\lambda'$ in $\theta_q^2$; the sum $-8V^2/\lambda'+4V^2/\lambda'$ is the simple pole. Any other $W$ has no reason for $W_{\theta\theta}$ to vanish where $\lambda'$ does. On the symmetric branch $W_\theta=0$ by parity, and $W''\to c\,g^2/\lambda^2$ with $c=W_{\theta\theta}$ at $\lambda=0$. With more orbitals, a totally symmetric rotation responds at second order in proportion to $\theta_q^2$, and its Z-vector term has the same order $1/\lambda^2$.

For MP2 the singles vanish at the stationary point and the only double is $ii\to vv$, with matrix element $K'=(iv|iv)$ and denominator $2\Delta\epsilon'$, so $W=-K'^2/(2\Delta\epsilon')$. Put $y=x(1-x)$. From $iv=\tfrac12\sin2\theta\,(bb-aa)+\cos2\theta\,ab$ and $\cos^22\theta=1-4y$,
\begin{equation}
K'=y(J_{aa}+J_{bb}-2J_{ab})+(1-4y)K=K+Gy .
\end{equation}
From $vv=x\,aa+(1-x)\,bb-\sin2\theta\,ab$ and $x^2+(1-x)^2=1-2y$,
\begin{equation}
J'=(ii|vv)=y(J_{aa}+J_{bb})+(1-2y)J_{ab}-4yK=J_{ab}+Gy .
\end{equation}
The gap is $\Delta\epsilon'=h_{vv}-h_{ii}+2J'-K'-J_{ii}$, with $h_{vv}-h_{ii}=\Delta h\cos2\theta-2gq\sin2\theta$ and $J_{ii}=J_{aa}+2(\lambda-\Delta h)x+Gx^2$. At second order the terms $-2\Delta h\,\theta^2$ and $+2\Delta h\,\theta^2$ cancel, leaving
\begin{equation}
\Delta\epsilon'=\Delta\epsilon+(G-2\lambda)\theta^2-4gq\theta .
\end{equation}
With $\delta W=-K\,\delta K'/\Delta\epsilon+K^2\,\delta\Delta\epsilon'/(2\Delta\epsilon^2)$ and $\delta K'=G\theta^2$,
\begin{equation}
W_{\theta\theta}=-\frac{2KG}{\Delta\epsilon}+\frac{K^2(G-2\lambda)}{\Delta\epsilon^2},\qquad W_{\theta q}=-\frac{2gK^2}{\Delta\epsilon^2},\qquad W_{qq}=0 .
\end{equation}
Inserting $\theta_q=-g/\lambda$, the cross term is $+4g^2K^2/(\lambda\Delta\epsilon^2)$, which turns $G-2\lambda$ into $G+2\lambda$:
\begin{equation}
W''=\frac{g^2K\,[K(G+2\lambda)-2G\Delta\epsilon]}{\lambda^2\Delta\epsilon^2},\qquad c=\frac{KG(K-2\Delta\epsilon_0)}{\Delta\epsilon_0^2},
\end{equation}
where $\Delta\epsilon_0=J_{ab}-3K$. The example has $c=0.05\times0.2\times(0.05-0.6)/0.09=-0.0611\ E_h$. At $\lambda=0.005$,
\begin{equation}
W''=\frac{0.0025\times0.05\times(0.05\times0.21-0.4\times0.305)}{(0.005\times0.305)^2}=-5.99,
\end{equation}
and $k_{\rm MP2}=k_{\rm HF}+W''=-1.70-5.99=-7.69\ E_h/\mathrm{bohr}^2$. To leading order $|c|g^2/\lambda^2$ exceeds $4g^2/|\lambda|$ for $|\lambda|<|c|/4=0.015\ E_h$. Well inside that window the correlation correction to the force constant is larger than the RHF relaxation term, although the correlation energy $-K^2/(2\Delta\epsilon)$ is smooth. The double pole is absent if $G=0$ or $K=2\Delta\epsilon_0$.

CI with doubles (CID) is variational in its coefficients but not in $\theta$. It mixes $ii$ and $vv$, coupled by $K'$ and separated by $D=E(\theta+\pi/2)-E(\theta)$, so $E_{\rm CID}=E+D/2-\sqrt{D^2/4+K'^2}$. At $\lambda=q=0$, $E-J_{aa}$ is of order $\theta^4$ and $D=G[(1-x)^2-x^2]\simeq G(1-2\theta^2)$. The radicand changes by $(-G^2+2KG)\theta^2$ from $R_0^2=G^2/4+K^2$. Twice the coefficient of $\theta^2$ is
\begin{equation}
c_{\rm CID}=-2G+\frac{G(G-2K)}{R_0}=-0.4+\frac{0.02}{\sqrt{0.0125}}=-0.221\ E_h .
\end{equation}
The CID pole is the stronger of the two in this example.

\subsection{The exact force constant}

Full CI spans the whole space, so $W_\theta=W_{\theta\theta}=W_{\theta q}=0$ and $\theta_q$ drops out. For two electrons, adding the single excitation to CID achieves this. Relative to $J_{aa}$, the configuration $aa$ lies at 0, $bb$ at $2\lambda+G=2m$ (set $x=1$ in $E$), the open-shell singlet $S$ at $\lambda-K$ and the triplet at $\lambda-3K$. The even state $\Psi=aa\cos\eta-bb\sin\eta$ has energy $m-m\cos2\eta-K\sin2\eta$, lowest for $\cos2\eta=m/R$, $\sin2\eta=K/R$, where $R=\sqrt{m^2+K^2}$ and $m=\lambda+G/2$. Then $E_\Psi=m-R$ and $E_S-E_\Psi=R-G/2-K$. The perturbation takes both $aa$ and $bb$ into $gq(ab+ba)=\sqrt2\,gq\,S$ and does not reach the triplet. The squared coupling is $2g^2q^2(\cos\eta-\sin\eta)^2=2g^2q^2(1-\sin2\eta)$, and second-order perturbation theory gives
\begin{equation}
k_{\rm FCI}=k_0-\frac{4g^2(1-K/R)}{R-G/2-K}.
\end{equation}
This is finite at $\lambda=0$, where it is $0.445\ E_h/\mathrm{bohr}^2$. It has its own simple pole where $\Psi$ crosses $S$. Setting $R=G/2+K$ gives $m^2=G^2/4+GK$, so
\begin{equation}
\lambda^*=\sqrt{G^2/4+GK}-G/2=\sqrt{0.02}-0.1=0.0414\ E_h .
\end{equation}
For $K>0$ the radicand lies between $(G/2)^2$ and $(G/2+K)^2$, so $0<\lambda^*<K$. The gap has slope $dR/d\lambda=m/R$, so $(k_{\rm FCI}-k_0)(\lambda-\lambda^*)\to-4g^2(R-K)/m=-4g^2(G/2)/m=-0.001/\sqrt{0.02}=-0.0071\ E_h^2/\mathrm{bohr}^2$, against the RHF residue $-0.01$. This pole is physical: it is a conical intersection in the $(\lambda,q)$ plane. RHF has the right order of pole at the wrong position, and MP2 and CID add a wrong order. The root with $m<0$ gives a second crossing at $\lambda=-G-\lambda^*$. Between the two crossings $\Psi$ is an excited singlet pushed up by $S$, and the triplet already lies below $\Psi$ when $R<G/2+3K$, which holds in all rows below except the first.

Force constants on the symmetric branch, in $E_h/\mathrm{bohr}^2$, follow. The CID column is a central second difference in $q$ of $E_{\rm CID}$, with $\theta$ solved by Newton iteration in extended precision; the others follow from the closed forms.
\begin{center}
\begin{tabular}{rrrrr}
$\lambda/E_h$ & RHF & MP2 & CID & FCI\\
0.3 & 0.267 & 0.266 & 0.265 & 0.265\\
0.1 & 0.200 & 0.189 & 0.176 & 0.165\\
0.02 & $-0.200$ & $-0.554$ & $-1.32$ & 0.608\\
0.005 & $-1.70$ & $-7.69$ & $-22.6$ & 0.469\\
$-0.005$ & 2.30 & $-3.93$ & $-21.2$ & 0.425\\
$-0.02$ & 0.800 & 0.385 & $-0.981$ & 0.384
\end{tabular}
\end{center}
With $\omega=\sqrt{k/M}$ and a reduced mass $M=10$~u, the row $\lambda=0.3$ gives 839, 838, 838 and 837~cm$^{-1}$, and the row $\lambda=0.005$ gives about $2120i$, $4510i$, $7730i$ and 1110~cm$^{-1}$. At $\lambda=0.1$ the sequence still approaches the exact value in order. At $\lambda=-0.02$ MP2 nearly equals FCI. This is a cancellation between the RHF term $+0.5$ and a negative $W''$ on the flank of the double pole, and it is gone at $\lambda=-0.005$.

An exact crossing need not exist. Equal $J_{aa}=J_{bb}=J_{ab}=J$ with $K<0$ describe a two-site model with sites $(a\pm b)/\sqrt2$ with on-site integral $U=J+K$ and intersite integral $J-K$. Their difference $2K<0$ acts as an effective on-site attraction, which the bare Coulomb interaction cannot give. Then $G=4|K|$, $m=\lambda+2|K|=\Delta h\equiv2t$, and the gap $\sqrt{4t^2+K^2}-|K|$ is positive for $t>0$. With $J=0.4$, $K=-0.05\ E_h$ the gaps at $\lambda=\pm0.005$ are $0.066$ and $0.057\ E_h$, and $k_{\rm FCI}$ is $0.084$ and $0.044$. RHF again gives $-1.70$ and $2.30$, and MP2 gives $2.07$ and $6.13$, since $c>0$ for $K<0$, $\Delta\epsilon_0>0$. The RHF and exact force constants do not depend on $J$; the MP2 values do, through $\Delta\epsilon_0=J-3K$. The divergence at $\lambda=0$ is an artifact, but the softening it signals is real: $k_{\rm FCI}$ is far below $k_0$ and reaches $-0.52$ at $\lambda=-0.05$, where the gap is $0.021\ E_h$. The gap closes only as $t\to0$.

\subsection{Broken-symmetry branch and folds}

For $-G<\lambda<0$ and $q=0$, $E_\theta=0$ also has the roots $x=|\lambda|/G$. There $\lambda'=\tfrac12G\sin^22\theta=2Gx(1-x)=2|\lambda|(1-|\lambda|/G)>0$. Following the instability downhill makes the real restricted Hessian positive but leaves it small. At $\lambda=-0.005$, $\theta=0.159$~rad, $\lambda'=0.00975\ E_h$, $\cos2\theta=1-2x=0.95$, and $k_{\rm HF}=0.3-0.01\times0.95^2/0.00975=-0.626$. To leading order the RHF pole has half the strength it has at $+|\lambda|$.

For the correlated term take $|\lambda|\ll G$, so that $W_{\theta\theta}\simeq c$, $W_\theta\simeq c\theta$, $E_{\theta\theta\theta}\simeq24G\theta$, $\lambda'\simeq2|\lambda|$ and $G\theta^2\simeq|\lambda|$. The $E_{\theta\theta q}$ and $W_{\theta q}$ terms are smaller by one power of $\lambda$. Then
\begin{equation}
W''\simeq\frac{cg^2}{\lambda'^2}-\frac{6cG\theta^2g^2}{\lambda'^3}=\frac{cg^2}{\lambda'^2}(1-3)=-\frac{cg^2}{2\lambda^2}.
\end{equation}
The double pole has the opposite sign and half the size. Second differences of the MP2 energy give $W''\lambda^2/(cg^2)=-0.515$ at $\lambda=-0.005$, where $k_{\rm MP2}=+2.52$, and $-0.500$ at $\lambda=-10^{-6}$.

The smooth passage of an eigenvalue through zero relied on parity keeping $\theta=0$ stationary. At $q\ne0$ there is no such protection. Solving $E_\theta=0$ for $q$ gives $q(\theta)=-(\lambda+Gx)\tan2\theta/(2g)$, with $dq/d\theta=1/\theta_q=-\lambda'/V$. Where $\lambda'=0$ and $V\neq0$, $q(\theta)$ has an extremum $q_c$ at $\theta_f$: a minimum and a maximum of $E$ merge and the branch ends. Near it $\lambda'\simeq E_{\theta\theta\theta}(\theta-\theta_f)/4$, because the change of $q$ is of second order. Integration gives $q_c-q=E_{\theta\theta\theta}(\theta-\theta_f)^2/(8V)$, so
\begin{equation}
\lambda'\simeq\sqrt{E_{\theta\theta\theta}V(q_c-q)/2},\qquad W''\simeq W_\theta\theta_{qq}\simeq-\frac{W_\theta E_{\theta\theta\theta}V^2}{4\lambda'^3}.
\end{equation}
The singularity is a pole in $\lambda'$ but a branch point in $q$. The RHF force constant and the correlated gradient diverge as $(q_c-q)^{-1/2}$, and the correlated force constant as $(q_c-q)^{-3/2}$, provided $W_\theta$ and $E_{\theta\theta\theta}$ are nonzero.

For $\lambda=-0.05\ E_h$ on the metastable branch $\theta>0$, $q>0$, bisection of $\lambda'(\theta,q(\theta))=0$ gives $\theta_f=0.327$~rad and $q_c=0.225$~bohr. There $E_{\theta\theta\theta}=1.2\sin4\theta_f=1.16\ E_h$, and the derivative of $-K'^2/(2\Delta\epsilon')$ with the full expressions is $W_\theta=-0.0219\ E_h$, so $W''$ diverges upward while $k_{\rm HF}$ diverges downward. Central differences in $q$ at $\theta_f+10^{-4}$ and $\theta_f+10^{-5}$ give logarithmic slopes against $\lambda'$ of $-1.000$ for $k_{\rm HF}-k_0$, $-1.000$ for $W'$ and $-3.000$ for $W''$, and a slope $0.500$ for $\lambda'$ against $q_c-q$. Well before the fold, at $\theta=0.45$~rad ($q=0.153$~bohr, $\lambda'=0.042\ E_h$), $W''=+0.173$ already outweighs the RHF relaxation term $-0.092\ E_h/\mathrm{bohr}^2$.

\subsection{What to do}

The quantity to monitor is the eigenvalue of smallest magnitude, of either sign, in the block and symmetry that the property inverts. A test of the real singlet block that reports only whether a negative eigenvalue exists misses the case $\lambda=+0.005$, and a large negative eigenvalue causes no divergence, although its term has the reversed sign. The contribution $-4(v_n\cdot V)^2/\lambda_n$ of each soft mode measures the damage at the RHF level. A ratio of coupled to uncoupled response that is large in magnitude gives the same warning. Slow SCF convergence is a hint only for plain, damped or level-shifted iterations whose starting orbitals break the symmetry: a symmetric guess has no component along the soft mode and can converge quickly, and DIIS can converge quickly from either kind of guess.

A correlated second derivative should be examined along a totally symmetric coordinate that moves $\lambda$. On the symmetric branch, a sign change through infinity indicates a simple pole, which may be a displaced image of a true crossing; the excitation energy of the state with the matching symmetry, from a correlated method, decides this. A divergence with the same sign on both sides of the RHF zero indicates the double pole, which the exact result does not have there. Equal signs alone do not prove an artifact elsewhere: in the attractive two-site model the exact gap closes as $2t^2/|K|$ for $t\to0$, and $k_{\rm FCI}-k_0\to-4g^2|K|/t^2$ on both sides. If the scan follows the broken-symmetry branch for $\lambda<0$, the signs behave the other way: the MP2 double pole changes sign and the RHF simple pole keeps its sign. Agreement with a reference at one geometry near the zero carries no weight, as the row $\lambda=-0.02$ shows.

Relaxing to the broken-symmetry solution does not remove the problem near the onset. Dropping the orbital response, $\theta_q=0$, removes the pole, but the result is no longer the derivative of the computed energy and it omits real relaxation. The cure acts on $W_\theta$ and $W_{\theta\theta}$. In the two-orbital model an active space containing both orbitals is the full space and has no pole from the soft rotation. With more orbitals, a CI in an active space built on RHF orbitals is invariant only to rotations within that space. Rotations out of it still respond: totally symmetric ones at second order in proportion to $\theta_q^2$, through their Z-vector term, and the mixing of the canonical active virtual orbital with outer orbitals at first order in proportion to $\theta_q$. Both enter at order $1/\lambda^2$, not necessarily with the same sign, and can leave a double pole. A method that optimizes the orbitals for its own energy, such as orbital-optimized MP2 or CASSCF, has an energy functional stationary in the orbitals and the correlation coefficients together, so the argument of the first subsection applies to it with the Hessian over both sets: each eigenvalue enters the response as a simple pole, and these eigenvalues must then be monitored in turn. With both orbitals active, CASSCF is full CI in this model, and its pole at $\lambda^*$ comes from the coefficients, not from the orbitals. CCSD is exact for two electrons and regular at $\lambda=0$ here, provided the amplitude equations are solved for the root $\Psi$, which is an excited singlet at that point; for more electrons its invariance to occupied--virtual rotation is approximate, and this model does not determine the size of the remaining $W_{\theta\theta}$.
